Resistance and resistivity temperature coefficients of a wide clamped metal film

**The decision**

A film resistor gives a resistance coefficient, while a transport model or a thickness extraction needs a resistivity coefficient. The calculation must therefore decide which expansion coefficient to add to the measured value. Adding nothing ignores the changing dimensions. Adding the metal's own expansion coefficient treats the film as a free body. A wide film bonded to a thick substrate needs a third value, its thickness expansion coefficient, which depends on the substrate and on the film's Poisson ratio.

**Quantities and assumptions**

The film has length L along the current, width w and thickness t, with w much larger than t. Its resistance is R and its resistivity along the current is ρ. At the reference temperature T₀ the two coefficients are

β_R = (1/R) dR/dT

β_ρ = (1/ρ) dρ/dT

The stress-free metal expands by the fraction α_f per kelvin in every direction, and the substrate by α_s per kelvin. The film is elastically isotropic, with Young modulus E and Poisson ratio ν. Strains are small and the response is linear. The film is perfectly bonded, and the substrate is so thick that the film does not alter its expansion. The top face of the film is free of traction.

Piezoresistance is the change of resistivity with elastic strain. Neglecting it means that ρ depends on temperature alone, so that β_ρ is the same for the clamped film as for the same metal free of stress. The geometric relation below does not itself need this. If β_ρ is defined by the actual resistivity of the clamped film, strain effects are already inside it. The assumption is needed when that β_ρ is equated with a stress-free value.

**From resistance to thickness expansion**

For uniform current,

R = ρL/(wt)

The logarithm turns the product into a sum:

ln R = ln ρ + ln L − ln w − ln t

Differentiation with respect to temperature gives

β_R = β_ρ + α_L − α_w − α_t

where α_L, α_w and α_t are the fractional changes of length, width and thickness per kelvin. The signs follow from the positions of the dimensions in R: a longer film has more resistance, a wider or thicker one has less.

The thick substrate carries the film with it in both in-plane directions, so

α_L = α_w = α_s

These terms cancel, which leaves

β_R = β_ρ − α_t

The substrate expansion has dropped out of the in-plane geometry, but it returns through α_t, because the substrate sets the stress in the film.

**Thickness expansion from elasticity**

Let x and y lie in the film plane and z along its normal. Hooke's law relates stress to elastic strain, which is total strain minus free thermal strain. Per kelvin, the in-plane elastic strain is

e = α_s − α_f

When α_f exceeds α_s, heating makes e negative: the film is held smaller than it would like to be.

Let s be the change of in-plane stress per kelvin, equal in x and y by symmetry. The free top face makes the stress along z zero. Hooke's law in the x direction is

e = (s − νs − ν·0)/E = (1 − ν)s/E

so that

s = E(α_s − α_f)/(1 − ν)

In the z direction there is no direct stress, and the two in-plane stresses each contribute −νs/E:

e_z = (0 − νs − νs)/E = −2νs/E

Substituting s gives

e_z = −[2ν/(1 − ν)](α_s − α_f) = [2ν/(1 − ν)](α_f − α_s)

Young's modulus cancels because the clamp prescribes strain rather than stress. The total thickness expansion is the free thermal part plus this elastic part:

α_t = α_f + [2ν/(1 − ν)](α_f − α_s)

Over the common denominator 1 − ν, the coefficient of α_f is (1 − ν + 2ν)/(1 − ν) = (1 + ν)/(1 − ν). Hence

α_t = [(1 + ν)α_f − 2να_s]/(1 − ν)

and the result to implement is

β_R = β_ρ − [(1 + ν)α_f − 2να_s]/(1 − ν)

**Limits and comparison with a free body**

If α_s = α_f, there is no thermal stress and α_t = α_f. If ν = 0, in-plane stress does not change the thickness, and again α_t = α_f. For positive ν, the thickness expansion is enhanced when α_f > α_s and reduced when α_s > α_f. It vanishes when the numerator above is zero:

α_s = (1 + ν)α_f/(2ν)

On a substrate that expands faster than this, the film becomes thinner on heating, provided it remains elastic.

As ν approaches 1/2, the factor 2ν/(1 − ν) approaches 2, and

α_t → α_f + 2(α_f − α_s) = 3α_f − 2α_s

An incompressible elastic response cannot alter the thermal volume expansion 3α_f. The substrate takes 2α_s of it in the plane, and the rest appears in the thickness.

For an unconstrained body of the same metal, all three dimensions expand by α_f. The general sum then gives

β_R,free = β_ρ + α_f − α_f − α_f = β_ρ − α_f

With the same β_ρ in both cases, subtraction gives

β_R − β_R,free = −[2ν/(1 − ν)](α_f − α_s)

This difference is the Poisson contribution alone.

**Finite temperature intervals**

A measurement often uses two temperatures rather than a derivative. Let D = T − T₀, and take ρ and the dimensions as linear in D over the interval. Length and width acquire the same factor 1 + α_sD, which cancels in their ratio. With R₀ = R(T₀),

R/R₀ = (1 + β_ρD)/(1 + α_tD)

Subtracting 1 gives

R/R₀ − 1 = (β_ρ − α_t)D/(1 + α_tD)

Division by D gives the two-point coefficient

b = (R/R₀ − 1)/D = (β_ρ − α_t)/(1 + α_tD)

Multiplying by the denominator and adding α_t inverts this:

β_ρ = b(1 + α_tD) + α_t

For a derivative measured at T₀, the corresponding formula is β_ρ = β_R + α_t. Confusing b with β_R introduces an error of relative size α_tD.

**Thickness from the resistance slope**

Some extractions assume that dρ/dT is known and find the thickness from dR/dT. If expansion is ignored, dR/dT is set equal to (L/wt)dρ/dT, and the apparent thickness is

t_app = L(dρ/dT)/(w dR/dT)

The true slopes are dρ/dT = ρβ_ρ and

dR/dT = Rβ_R = [ρL/(wt)](β_ρ − α_t)

Inserting both, and cancelling L, w and ρ, gives

t_app = tβ_ρ/(β_ρ − α_t)

For positive α_t smaller than β_ρ, the apparent thickness is too large: expansion lowers the resistance slope, and the extraction reads the lower slope as a thicker conductor. Since β_ρ − α_t = β_R, the correction can be written with the measured coefficient:

t = t_app β_R/(β_R + α_t)

This removes the geometric error. It does not repair an incorrect assumed dρ/dT.

**Copper on oxidized silicon**

Consider an uncapped copper film 500 nm thick, 20 μm wide and 2000 μm long. Rough typical values are α_f = 16.5 ppm/K for copper, α_s = 2.6 ppm/K for silicon, E = 125 GPa and ν = 0.34. The thin oxide is assumed to follow the silicon in the plane. At T₀ = 300 K the resistivity is taken as 20 nΩ m, with a slope of 0.068 nΩ m/K. Therefore

β_ρ = 0.068/20 = 0.0034 per K = 3400 ppm/K

The expansion mismatch is 16.5 − 2.6 = 13.9 ppm/K, and the Poisson factor is 2 × 0.34/0.66 = 1.0303. Thus

α_t = 16.5 + 1.0303 × 13.9 = 30.82 ppm/K

β_R = 3400 − 30.82 = 3369.18 ppm/K

The free-body value would be 3383.50 ppm/K. The decimals serve to follow small differences; the rough inputs justify α_t ≈ 31 ppm/K. The Poisson addition, 14.32 ppm/K, nearly doubles the thickness expansion. Even so, α_t is only 0.91% of β_ρ. The correction matters when coefficients are wanted to better than about one per cent.

The Poisson ratio needs moderate care. The derivative of 2ν/(1 − ν) is 2/(1 − ν)², so an error of 0.02 in ν changes α_t by about 0.02 × 2 × 13.9/0.66² = 1.3 ppm/K. For this metal, α_t would vanish on a substrate with α_s = 32.5 ppm/K.

The resistance at 300 K is

R₀ = (20 × 10⁻⁹)(2000 × 10⁻⁶)/[(20 × 10⁻⁶)(500 × 10⁻⁹)] = 4.000 Ω

and its slope is 4.000 × 3369.18 × 10⁻⁶ Ω/K = 13.477 mΩ/K. At 350 K, D = 50 K and

R = 4.000 × 1.1700/1.001541 = 4.673 Ω

The two-point coefficient is 3364 ppm/K, about 5 ppm/K below the derivative at 300 K. That is one sixth of the thickness correction, so the two definitions should be kept apart when that correction is applied. This difference assumes a linear ρ(T). If the resistivity slope instead rose steadily by 1% across the interval, its average would be 0.5% higher and b would rise by about 17 ppm/K, so curvature can matter more than the difference found here.

If the resistivity slope is known but expansion is ignored, the apparent thickness is

t_app = 500 × 3400/3369.18 = 504.6 nm

This is 0.9% above the true 500 nm.

**Piezoresistance can rival the geometric term**

The clamp changes the film's volume relative to a free film at the same temperature. Adding the three elastic strains per kelvin gives

e_V = 2(α_s − α_f) + [2ν/(1 − ν)](α_f − α_s)

Factoring out α_f − α_s,

e_V = −2(α_f − α_s)[1 − ν/(1 − ν)] = −2(α_f − α_s)(1 − 2ν)/(1 − ν)

For the copper film this is −13.48 ppm/K: on heating, its volume grows less than that of free copper. As a rough estimate, let resistivity respond to elastic volume alone, with d ln ρ/d ln V = 2.5 at fixed temperature. The resistivity coefficient then changes by

2.5 × (−13.48) = −33.7 ppm/K

This is slightly larger in magnitude than α_t and has the same effect on β_R. The estimate omits the response to shear strain and the effect of crystal texture on the volume change, so it gives a scale rather than a correction to be applied with confidence.

The consequence depends on the task. To recover the resistivity coefficient of the film as clamped, adding α_t to β_R remains correct. To predict β_R from stress-free copper data, the thickness term alone is insufficient. In the thickness extraction, a stress-free dρ/dT would leave both effects uncorrected. Their sum is 30.8 + 33.7 = 64.5 ppm/K, and the apparent thickness would be too large by about 64.5/(3400 − 64.5) = 1.9%.

**Finite width**

Near its side faces the film can relax sideways, so the uniform strain used above fails there. For a long film the electric field along the current is still uniform over the cross-section, and the resistance depends on the total area. If α_A is the fractional area expansion per kelvin,

β_R = β_ρ + α_s − α_A

The quantity α_A − α_s therefore replaces α_t. If the film does not deform the substrate, each edge disturbs a region whose size is set by t, and so changes the area by an amount proportional to t². Division by the area wt gives a correction proportional to t/w.

A finite-element solution of the cross-section gives its size. The bottom face followed a rigid substrate, the top and side faces were free, and the strain along the current was α_s. With 16 elements through the thickness and w/t = 40, the result was

α_A − α_s ≈ α_t + (20 ppm/K)(t/w)

The addition is 0.5 ppm/K for the example on a rigid substrate; the compliance of silicon makes it about three times larger, as discussed below. A calculation at w/t = 20 gave the same constant within 1%. For a rigid substrate, these results support the wide-film formula in that range; they do not justify extending the edge law to a line whose width is comparable with its thickness.

**Crystal texture**

Copper crystals are elastically anisotropic, so the factor 2ν/(1 − ν) depends on which crystal direction lies along the film normal. The following cases treat the film as a single orientation with cubic stiffnesses C11, C12 and C44.

For an (001) film, zero normal stress requires

C11e_z + 2C12e = 0

so e_z = −(2C12/C11)e, and 2C12/C11 replaces 2ν/(1 − ν).

For a (111) film, the strain referred to the cube axes has equal diagonal entries (2e + e_z)/3 and equal off-diagonal entries (e_z − e)/3. The diagonal stresses are (C11 + 2C12)(2e + e_z)/3, and the shear stresses are 2C44(e_z − e)/3. The stress normal to the film is one diagonal entry plus twice one shear entry. Setting it to zero gives

(C11 + 2C12)(2e + e_z) + 4C44(e_z − e) = 0

Collecting the terms in e_z and e,

e_z = −2e(C11 + 2C12 − 2C44)/(C11 + 2C12 + 4C44)

With rough copper values C11 = 168 GPa, C12 = 121 GPa and C44 = 75 GPa, the factors are 242/168 = 1.44 for (001) and 520/710 = 0.73 for (111). The thickness expansions are 36.5 and 26.7 ppm/K. Where the texture is known, the matching factor should replace the isotropic one.

**Yielding and substrate compliance**

The elastic stress change from 300 K to 350 K is

[125 GPa/0.66] × (−13.9 × 10⁻⁶ per K) × 50 K = −132 MPa

The negative sign means compression. Starting from zero stress, an assumed yield stress of 250 MPa would be reached after about 95 K of heating. Initial stress and crystal texture both change this margin; a (111) film is stiffer in its plane than the isotropic estimate and reaches the same stress sooner.

Suppose the film then flows at constant stress. Its elastic strain no longer changes, and plastic flow preserves volume. The total volume expansion is therefore 3α_f, of which the plane takes 2α_s:

α_t = 3α_f − 2α_s = 49.5 − 5.2 = 44.3 ppm/K

This equals the incompressible elastic limit, but arises from plastic flow. In this constant-stress model, the value applies while the film flows, and the elastic value applies when it unloads elastically. A flow stress that falls with rising temperature makes α_t somewhat larger during compressive flow on heating, and somewhat smaller during tensile flow on cooling.

A finite substrate is stretched and bent by the film. The following estimate is for a continuous film that covers one face of the substrate. Let M_f = E/(1 − ν), let M_s be the substrate's biaxial modulus and H its thickness. To leading order in t/H, the film pulls on the substrate with force per unit width and per kelvin

N = M_f t(α_f − α_s)

Stretching contributes the strain N/(M_sH). The force acts at distance H/2 from the midplane, giving a moment NH/2. Division by the bending stiffness M_sH³/12 gives a curvature 6N/(M_sH²), and hence a surface strain 3N/(M_sH). The total increase of in-plane expansion is

4N/(M_sH) = 4M_f t(α_f − α_s)/(M_sH)

For H = 725 μm and M_s = 180 GPa this is 0.04 ppm/K. Length and width still cancel, and α_t falls by about 0.04 ppm/K, which is negligible.

An isolated strip, such as the example, instead deforms the substrate locally near its edges. The force N then acts over a region of size w rather than H, so the added strain across the width has the scale N/(M_sw), about 0.4 ppm/K, times a factor that this estimate does not supply. Because the force is transferred mainly near the edges, that factor grows with the logarithm of w/t. For the example it is about 5 to 7, depending on the silicon constants and the oxide thickness, so the added strain is about 2 ppm/K. Length and width then no longer cancel exactly. The finite-element calculation above omits this effect, because it held the substrate rigid; a precise edge correction must include the substrate. With an elastic silicon substrate the total edge addition to α_t in the example is about 1.5 to 1.8 ppm/K rather than 0.5 ppm/K.

**Use with real interconnect films**

The example's dimensions suit a wide test resistor, and its material values are in the usual range for copper on silicon. Narrow interconnect lines enclosed by dielectric break two assumptions, the large width and the free top face, and need a separate elastic calculation. For the wide resistor, the assumption with the largest estimated effect is the neglect of piezoresistance, about −34 ppm/K in β_R for the isotropic film. The elastic volume strain per kelvin is −(2 − f)(α_f − α_s), where f is the factor 2ν/(1 − ν) or its oriented replacement, so the same estimate gives about −19 ppm/K for an (001) film and −44 ppm/K for a (111) film. A pure (001) or (111) texture moves α_t by roughly 4 to 6 ppm/K from its isotropic value.

For an elastic, wide and uncapped film, the implementation is:

1. Obtain α_f, α_s and ν for the measurement range, and calculate α_t. Use the oriented factor if the texture is known.
2. For a derivative at T₀, set β_ρ = β_R + α_t. For two temperatures, set β_ρ = b(1 + α_tD) + α_t. If ρ(T) is curved, the two-temperature result is the average coefficient over the interval, referred to ρ(T₀), and not the derivative at T₀.
3. Record this β_ρ as belonging to the clamped film. Before comparing it with stress-free data, estimate the piezoresistive shift.
4. If thickness was found from a resistivity slope, multiply t_app by β_R/(β_R + α_t), and confirm that the assumed slope applies to the clamped film.
